# Magnetic Translations, Their Flux Phase, and the Dirac Condition on a Torus

**Q:** A charged particle moves in a plane, in a uniform magnetic field. Every point is equivalent to every other. Why should translations need any special treatment?

**A:** Because the Hamiltonian contains the vector potential, which is not uniform. Take a spinless particle of charge $q$ (either sign) and mass $m$, with the field $B$ along $z$, in SI units:

$$H=\frac{\boldsymbol\pi^2}{2m}+V(\mathbf r),\qquad \boldsymbol\pi=\mathbf p-q\mathbf A(\mathbf r),\qquad \partial_xA_y-\partial_yA_x=B .$$

The gauge is arbitrary but smooth. Let $S(\mathbf a)$ be the ordinary translation, $(S(\mathbf a)\psi)(\mathbf r)=\psi(\mathbf r-\mathbf a)$, which moves a state by $+\mathbf a$. It leaves $\mathbf p$ alone and shifts functions of position, so

$$S(\mathbf a)\,\boldsymbol\pi\,S(\mathbf a)^{-1}=\mathbf p-q\mathbf A(\mathbf r-\mathbf a)\neq\boldsymbol\pi .$$

A nonzero uniform $B$ requires an $\mathbf A$ that varies in space, so this mismatch cannot be removed for all $\mathbf a$ by a clever gauge.

**Q:** Then the symmetry is broken.

**A:** The potentials $\mathbf A(\mathbf r)$ and $\mathbf A(\mathbf r-\mathbf a)$ describe the same field, so they differ by a gauge transformation. Let us try to undo it with a phase:

$$(T(\mathbf a)\psi)(\mathbf r)=e^{i\theta_{\mathbf a}(\mathbf r)}\,\psi(\mathbf r-\mathbf a).$$

Acting with $\boldsymbol\pi$, and using $\mathbf p=-i\hbar\nabla$,

$$\boldsymbol\pi\,T(\mathbf a)\psi=e^{i\theta_{\mathbf a}}\left[\hbar\nabla\theta_{\mathbf a}-q\mathbf A(\mathbf r)+\mathbf p\right]\psi(\mathbf r-\mathbf a),$$

whereas

$$T(\mathbf a)\boldsymbol\pi\psi=e^{i\theta_{\mathbf a}}\left[\mathbf p-q\mathbf A(\mathbf r-\mathbf a)\right]\psi(\mathbf r-\mathbf a).$$

They agree for every $\psi$ if and only if

$$\hbar\nabla\theta_{\mathbf a}(\mathbf r)=q\left[\mathbf A(\mathbf r)-\mathbf A(\mathbf r-\mathbf a)\right].\tag{1}$$

The curl of the right side is $q[B(\mathbf r)-B(\mathbf r-\mathbf a)]$, which vanishes for a uniform field. On the whole plane a curl-free vector field is a gradient, so $\theta_{\mathbf a}$ exists.

**Q:** Existence is not a formula. What is the phase?

**A:** Write $\mathbf a\times\mathbf b$ for the number $a_xb_y-a_yb_x$. The solution I shall use is

$$\theta_{\mathbf a}(\mathbf r)=\frac q\hbar\left[\int_{\mathbf r-\mathbf a}^{\mathbf r}\mathbf A\cdot d\mathbf l+B\,\mathbf a\times\mathbf r\right],\tag{2}$$

with the integral along the straight segment. To check it, write the integral as $I=\int_0^1\mathbf a\cdot\mathbf A(\mathbf r-t\mathbf a)\,dt$. Its $x$ derivative contains

$$a_x\partial_xA_x+a_y\partial_xA_y=(a_x\partial_x+a_y\partial_y)A_x+a_yB ,$$

because $\partial_xA_y=\partial_yA_x+B$. Along the segment $(\mathbf a\cdot\nabla)A_x(\mathbf r-t\mathbf a)=-\frac{d}{dt}A_x(\mathbf r-t\mathbf a)$, which integrates to a difference of end values:

$$\partial_xI=A_x(\mathbf r)-A_x(\mathbf r-\mathbf a)+a_yB .$$

In the same way, with $\partial_yA_x=\partial_xA_y-B$,

$$\partial_yI=A_y(\mathbf r)-A_y(\mathbf r-\mathbf a)-a_xB .$$

The second term of (2) has gradient $B\nabla(a_xy-a_yx)=B(-a_y,a_x)$. It cancels the two extra pieces, and (1) follows.

Two gauges make this concrete. For $\mathbf A=\frac B2(-y,x)$ the integral is $-\frac B2\,\mathbf a\times\mathbf r$, so $\theta_{\mathbf a}=qB\,\mathbf a\times\mathbf r/(2\hbar)$. For $\mathbf A=(0,Bx)$ it is $Ba_y(x-a_x/2)$, and

$$\theta_{\mathbf a}=\frac{qB}{\hbar}\,a_x\left(y-\frac{a_y}{2}\right).\tag{3}$$

In a less familiar polynomial gauge, a test with a sample function found $\boldsymbol\pi T=T\boldsymbol\pi$ to rounding error. The ordinary translation left a discrepancy of 0.908 in the dimensionless units used there.

**Q:** You have dealt with $\boldsymbol\pi$. The Hamiltonian also contains $V$.

**A:** The phase commutes with $V$, so only the shift matters, and

$$T(\mathbf a)\,H\,T(\mathbf a)^{-1}=\frac{\boldsymbol\pi^2}{2m}+V(\mathbf r-\mathbf a).$$

Thus $[T(\mathbf a),H]=0$ if and only if $V(\mathbf r-\mathbf a)=V(\mathbf r)$. For $V=0$ every $\mathbf a$ qualifies; in a periodic potential the lattice vectors do. A uniform electric field $\mathbf E$ is a case of failure: $V=-q\mathbf E\cdot\mathbf r$ gives $THT^{-1}=H+q\mathbf E\cdot\mathbf a$, so only shifts perpendicular to $\mathbf E$ remain symmetries.

**Q:** If these operators all commute with $H$, and they are translations, surely they commute with each other.

**A:** The shifts do, but the phases need not. Applying $T(\mathbf b)$ first and then $T(\mathbf a)$,

$$(T(\mathbf a)T(\mathbf b)\psi)(\mathbf r)=e^{i\theta_{\mathbf a}(\mathbf r)+i\theta_{\mathbf b}(\mathbf r-\mathbf a)}\,\psi(\mathbf r-\mathbf a-\mathbf b).$$

Compare this phase with $\theta_{\mathbf a+\mathbf b}(\mathbf r)$. The line integrals in the product run from $\mathbf r-\mathbf a-\mathbf b$ along $\mathbf b$, then along $\mathbf a$, to $\mathbf r$. Subtracting the direct segment closes a triangle of signed area $\frac12\mathbf b\times\mathbf a$. By Stokes' theorem the difference of the line integrals is

$$\tfrac12B\,\mathbf b\times\mathbf a=-\tfrac12B\,\mathbf a\times\mathbf b .$$

The remaining terms differ by

$$B\left[\mathbf a\times\mathbf r+\mathbf b\times(\mathbf r-\mathbf a)-(\mathbf a+\mathbf b)\times\mathbf r\right]=-B\,\mathbf b\times\mathbf a=+B\,\mathbf a\times\mathbf b .$$

The sum is $+\frac12B\,\mathbf a\times\mathbf b$, hence

$$T(\mathbf a)T(\mathbf b)=e^{iqB\,\mathbf a\times\mathbf b/2\hbar}\,T(\mathbf a+\mathbf b).\tag{4}$$

Exchanging $\mathbf a$ and $\mathbf b$ reverses the sign of the exponent. Dividing the two results gives

$$T(\mathbf a)T(\mathbf b)=e^{iqB\,\mathbf a\times\mathbf b/\hbar}\,T(\mathbf b)T(\mathbf a).\tag{5}$$

The exponent is $q/\hbar$ times the flux through the parallelogram spanned by $\mathbf a$ and $\mathbf b$. The two translations commute when that flux is a whole number of quanta $h/|q|$. As $B\to0$ with $\mathbf a$ and $\mathbf b$ fixed, the phase tends to 1 and the translations commute. They become the ordinary $S(\mathbf a)$ if the gauge is chosen so that $\mathbf A$ also tends to zero.

**Q:** Equation (1) fixes $\theta_{\mathbf a}$ only up to a constant. Could a better constant remove the phase in (5)? Or a better gauge?

**A:** Neither can. A constant multiplies $T(\mathbf a)$ by a number, which appears on both sides of (5) and cancels. A gauge change $\mathbf A\to\mathbf A+\nabla\chi$ adds $(q/\hbar)[\chi(\mathbf r)-\chi(\mathbf r-\mathbf a)]$ to $\theta_{\mathbf a}$. That is $T\to UTU^{-1}$ with $U=e^{iq\chi/\hbar}$, and (5) keeps its form.

The constant in (2) has a separate merit. For parallel vectors (4) has no phase, so $T(s\mathbf a)T(t\mathbf a)=T((s+t)\mathbf a)$. This is a one-parameter group, and its generator follows from the derivative at $s=0$. To first order $\theta_{s\mathbf a}=s(q/\hbar)[\mathbf a\cdot\mathbf A+B\,\mathbf a\times\mathbf r]$, so

$$\left.\frac{d}{ds}T(s\mathbf a)\psi\right|_0=\frac{iq}{\hbar}\left[\mathbf a\cdot\mathbf A+B\,\mathbf a\times\mathbf r\right]\psi-\mathbf a\cdot\nabla\psi=-\frac i\hbar\left[\mathbf a\cdot\boldsymbol\pi-qB\,\mathbf a\times\mathbf r\right]\psi .$$

Therefore $T(\mathbf a)=e^{-i\mathbf a\cdot\mathbf K/\hbar}$ with

$$K_x=\pi_x-qBy,\qquad K_y=\pi_y+qBx .$$

**Q:** What does $\mathbf K$ mean, and does it have the right commutators?

**A:** Start from

$$[\pi_x,\pi_y]=-q[p_x,A_y]-q[A_x,p_y]=i\hbar q(\partial_xA_y-\partial_yA_x)=i\hbar qB .$$

Then

$$[K_x,\pi_y]=i\hbar qB-qB[y,\pi_y]=0,\qquad [K_y,\pi_x]=-i\hbar qB+qB[x,\pi_x]=0,$$

and $[K_x,\pi_x]=[K_y,\pi_y]=0$, since $x$ commutes with $\pi_y$ and $y$ with $\pi_x$. Between themselves,

$$[K_x,K_y]=i\hbar qB+qB[\pi_x,x]-qB[y,\pi_y]=i\hbar qB-i\hbar qB-i\hbar qB=-i\hbar qB .$$

For $V=0$ and $B\neq0$ the classical equation $m\dot v_x=qBv_y$, $m\dot v_y=-qBv_x$ conserves $x+mv_y/(qB)=K_y/(qB)$ and $y-mv_x/(qB)=-K_x/(qB)$. These are the coordinates of the centre of the cyclotron orbit. Magnetic translations move that centre and leave the cyclotron motion alone.

**Q:** On the infinite plane nothing has restricted $B$. Now I close the plane into a torus with sides $\mathbf L_1$ and $\mathbf L_2$, and ask for periodic wavefunctions. Where is the difficulty?

**A:** Strict periodicity is not compatible with $\boldsymbol\pi$, because $\mathbf A$ is not periodic. What must agree at identified points is the physical content of the state, so we allow a phase:

$$\psi(\mathbf r)=e^{i\Lambda_j(\mathbf r)}\psi(\mathbf r-\mathbf L_j),\qquad j=1,2 .$$

We also require $\boldsymbol\pi\psi$ to obey the same rule, so that densities and currents match and $H$ acts within the space. The calculation that led to (1) now gives $\hbar\nabla\Lambda_j=q[\mathbf A(\mathbf r)-\mathbf A(\mathbf r-\mathbf L_j)]$. Thus $\Lambda_j=\theta_{\mathbf L_j}-\alpha_j$ with a constant $\alpha_j$, and the boundary conditions are

$$T(\mathbf L_1)\psi=e^{i\alpha_1}\psi,\qquad T(\mathbf L_2)\psi=e^{i\alpha_2}\psi .\tag{6}$$

The potential $V$ must have the periods $\mathbf L_1$ and $\mathbf L_2$.

**Q:** With two free constants you can surely satisfy (6) for any field.

**A:** The constants drop out. Apply both translations in either order. By (6), $T(\mathbf L_1)T(\mathbf L_2)\psi$ and $T(\mathbf L_2)T(\mathbf L_1)\psi$ both equal $e^{i(\alpha_1+\alpha_2)}\psi$. By (5) they differ by the flux phase, so

$$\left(e^{iqB\,\mathbf L_1\times\mathbf L_2/\hbar}-1\right)\psi=0 .$$

A nonzero $\psi$ requires

$$N=\frac{qB\,\mathbf L_1\times\mathbf L_2}{2\pi\hbar}\in\mathbb Z .\tag{7}$$

This is the Dirac condition: the flux through the torus is a whole number of quanta $h/|q|$. With $\mathbf L_1\times\mathbf L_2>0$, $N$ has the sign of $qB$.

It can be seen directly in the gauge (3) on a rectangle $L_x\times L_y$. There $\psi(x,y)=e^{i\alpha_2}\psi(x,y+L_y)$, while crossing the other side multiplies $\psi$ by $e^{iqBL_xy/\hbar-i\alpha_1}$. This factor must return to itself when $y$ grows by $L_y$, so $qBL_xL_y/\hbar$ must be a multiple of $2\pi$.

**Q:** That shows the condition is necessary. Perhaps no states exist even when it holds.

**A:** They can be built. For integer $N$ the operators $T(\mathbf L_1)$ and $T(\mathbf L_2)$ commute. Take a smooth bump $g$ that vanishes outside the interior of one cell, and form

$$\psi=\sum_{m,n}e^{-i(m\alpha_1+n\alpha_2)}\,T(\mathbf L_1)^mT(\mathbf L_2)^n g .$$

Applying $T(\mathbf L_1)$ raises $m$ by one, and relabelling the sum gives $e^{i\alpha_1}\psi$. Applying $T(\mathbf L_2)$ works the same way once it has been moved past $T(\mathbf L_1)^m$, which is where integer $N$ is used. The images of $g$ do not overlap, so $\psi=g\neq0$ in the original cell.

A Gaussian of the lowest Landau level may replace the bump, provided that its sum does not vanish; for $|N|=1$ it does vanish when the Gaussian is centred at one special point of the cell. On an oblique torus its sum met (6) to rounding error for $N=-3$. For $N=-2.5$ it missed by 1.424 relative to the largest $|\psi|$ sampled.

**Q:** On the torus with $V=0$, is every magnetic translation still a symmetry?

**A:** No. The state $T(\mathbf c)\psi$ must obey (6) with the same $\alpha_j$, so $T(\mathbf c)$ must commute with both $T(\mathbf L_j)$. Put $\mathbf c=u\mathbf L_1+v\mathbf L_2$. The exchange phase with $\mathbf L_1$ is $2\pi Nv$, and with $\mathbf L_2$ it is $-2\pi Nu$. Both must be multiples of $2\pi$, so for $N\neq0$

$$\mathbf c=\frac{m\mathbf L_1+n\mathbf L_2}{N},\qquad m,n\in\mathbb Z .$$

The continuous symmetry of the plane has become a discrete one. For $N=0$ there is no field and no such restriction.

**Q:** Does this leave any trace in the spectrum?

**A:** Yes, a degeneracy. Let $t_j=T(\mathbf L_j/N)$. From (5) and (7) the exchange phase is $2\pi N/N^2$:

$$t_1t_2=e^{2\pi i/N}\,t_2t_1 .\tag{8}$$

Suppose $V$ has the periods $\mathbf L_j/N$, so that $t_1$ and $t_2$ commute with $H$. Within one energy level, which has finite dimension on a torus, choose $u$ with $t_1u=\lambda u$. Then

$$t_1(t_2u)=e^{2\pi i/N}t_2t_1u=e^{2\pi i/N}\lambda\,(t_2u).$$

So $t_2$ carries the states with eigenvalue $\lambda$ to those with $e^{2\pi i/N}\lambda$. It is invertible, so these sets have equal dimension. The eigenvalues come in cycles of $|N|$ distinct values, and the degeneracy of every level is a multiple of $|N|$.

The argument does not say which multiple. For the lowest Landau level on the oblique torus, sums started from nine different centres gave 2, 3 and 4 independent states for $N=-2,-3,-4$, which is $|N|$ in each case.

**Q:** Show me numbers for an actual field and potential.

**A:** Take an electron, $q=-e$, with its free mass, on a square torus of side $L=90$ nm and with $\alpha_1=\alpha_2=0$. The allowed fields are spaced by

$$\frac{h}{eL^2}=\frac{4.1357\times10^{-15}\ \text{Wb}}{8.1\times10^{-15}\ \text{m}^2}=0.5106\ \text{T}.$$

Three quanta give $B=1.532$ T and $N=-3$. The magnetic length is $\sqrt{\hbar/eB}=L/\sqrt{6\pi}=20.73$ nm, and the cyclotron energy is $\hbar eB/m=177.3$ µeV. For $V=0$ the Landau levels $(n+\frac12)\hbar eB/m$ lie at 88.66, 265.99 and 443.31 µeV. Spin is left out, as everywhere here: for a free electron the Zeeman term would shift the levels of the two spin directions by about $\pm89$ µeV without changing the degeneracy within each, and in a semiconductor an effective mass would replace $m$ and change the energy scale.

Diagonalization on a grid, with the leading grid error removed by extrapolation, gives 88.66, 265.98 and 443.30 µeV, each three times.

Now add $V=V_0[\cos(6\pi x/L)+\cos(6\pi y/L)]$ with $V_0=300$ µeV. Its cells have side 30 nm $=L/|N|$, and each holds one third of a flux quantum. The levels move to about 34, 156 and 399 µeV, and each is still a triple. In the lowest one the eigenphases of $t_1$ are $-120^\circ$, $0^\circ$ and $120^\circ$. They are cube roots of unity because $t_1^{N}=T(\mathbf L_1)=1$. The measured exchange phase is $-120^\circ$, as (8) requires for $N=-3$.

**Q:** Perhaps the triples come from the square shape, and not from the translations.

**A:** Keep the square and the field, but replace the potential by $V_0[\cos(2\pi x/L)+\cos(2\pi y/L)]$. It has the period of the torus but not $L/3$. The lowest three levels on the finer grid ($30\times30$ points) become about $-278$, $-82$ and $90$ µeV, so the triple is gone. These values are not extrapolated and carry a grid error of 1 to 2 µeV; converged, they are about $-277$, $-81$ and $93$ µeV.

A shift by half a cell, $\mathbf c=\mathbf L_1/6$, fails even for $V=0$. Its exchange phase with $T(\mathbf L_2)$ is $-2\pi N/6=\pi$, so it reverses the sign of the grid hopping across one seam. The largest element of its commutator with $H$ is 2.000 times the hopping energy, the difference between $+1$ and $-1$.

**Q:** A computer would let me set $N=-2.5$ on that grid. What would it then be solving?

**A:** A different problem. Each grid link carries a phase, and the phase of a plaquette is the product around its edge. On a closed torus every link borders two plaquettes and is traversed in opposite senses, so the product over all plaquettes is 1. With uniform flux that product would be $e^{-2\pi iN}$, which is $-1$ for $N=-2.5$. Uniform flux is therefore impossible.

The grid built with these boundary phases has one defective plaquette, whose phase is off by the missing factor $-1$, or half a flux quantum. For $N=-3$ there is none. With the defect and $V=0$, the lowest levels on the finer grid are 72.3, 73.7 and 145.0 µeV. Two lie close to 73.9 µeV, half the cyclotron energy at 2.5 quanta, and the third is far away. These values come from one grid without extrapolation. The small gap between the first two is grid error: it shrinks in proportion to the grid spacing (1.45, 0.71 and 0.35 µeV for 30, 60 and 120 points per side), both levels approach 73.9 µeV, and the third rises by about 2 µeV to above 147 µeV. The numerical output below lists these levels with those of the consistent case.

**Q:** Then does the condition say that a laboratory field is quantized?

**A:** No. It says that a uniform field on a closed torus is. A flat sample has edges, and its wavefunctions need not satisfy (6). If the torus stands in for a large sample, the allowed fields are spaced by $h/(|q|\,|\mathbf L_1\times\mathbf L_2|)$, which goes to zero as the area grows.

In an infinite crystal $B$ is unrestricted, and (5) matters whenever the flux per cell is not a whole number of quanta. With one third of a quantum per cell, the two primitive translations do not commute, so Bloch states cannot be labelled by both. Tripling one of the lattice vectors encloses a whole quantum, and the translations of this larger cell can be diagonalized together with $H$. For an atomic cell of side 0.3 nm, one third of a quantum would need about $1.5\times10^4$ T, far beyond laboratory fields; at a few tesla this regime requires a superlattice with a period of tens of nanometres, like the 30 nm cell above.

## Numbers as computed

```
OPERATOR TESTS (dimensionless, polynomial gauge)
largest |[pi,T]f|, magnetic translation: 1.6e-16
largest |[pi,S]f|, ordinary translation: 0.908
residual of the exchange law: 8.3e-17
OBLIQUE TORUS
relative boundary error, N = -3: 9.8e-16
relative boundary error, N = -2.5: 1.424
independent lowest-level states, N = -2: 2
independent lowest-level states, N = -3: 3
independent lowest-level states, N = -4: 4
ELECTRON ON A SQUARE TORUS
side: 90.0 nm; cell side: 30.0 nm
N = -3; flux quanta per cell: -0.3333
flux quantum h/e: 4.135668e-15 Wb
spacing of allowed fields: 0.51058 T
field: 1.53173 T
magnetic length: 20.730 nm
cyclotron energy: 177.325 micro-eV
amplitude of each cosine: 300.0 micro-eV
grids: 24 x 24 and 30 x 30 points
Landau levels from formula (micro-eV): 88.662  265.987  443.312
V = 0, fine grid, lowest 9 (micro-eV):
88.430  88.430  88.430  264.828  264.828  264.828  440.301  440.301  440.301
V = 0, extrapolated, lowest 9 (micro-eV):
88.662  88.662  88.662  265.984  265.984  265.984  443.301  443.301  443.301
cell-periodic V, extrapolated, lowest 9 (micro-eV):
33.705  33.705  33.705  155.792  155.792  155.792  398.747  398.747  398.747
V with torus period only, fine grid, lowest 3 (micro-eV): -277.976  -81.973  90.352
forced N = -2.5, V = 0, fine grid, lowest 3 (micro-eV): 72.276  73.726  145.046
defective plaquettes, N = -3: 0; N = -2.5: 1
scaled |[H,t]|, shift by one cell: 1.3e-15
scaled |[H,t]|, shift by half a cell, V = 0: 2.000
exchange phase of t1, t2, measured: -120.0000 degrees
exchange phase from q B area/hbar: -120.0000 degrees
eigenphases of t1 in lowest triple (degrees): -120.000  0.000  120.000
```
